# Poling Period for Frequency Doubling of 1550 nm Light

## The problem

Light of vacuum wavelength 1550 nm enters a nonlinear crystal and generates its second harmonic. The refractive index is 2.14 at the fundamental and 2.18 at the harmonic. The crystal is poled: the sign of its nonlinear coefficient is reversed periodically along the beam, in domains of equal length. Find the first-order poling period, and say how far its digits can be trusted.

Take both waves as plane waves travelling along $z$, normal to the domain walls, each with a fixed linear polarization. The crystal is lossless, poling leaves the linear index unchanged, and so little light is converted that the pump amplitude stays constant. The period $\Lambda$ means one complete pair of domains, one of each sign.

## Hints

1. The harmonic has half the vacuum wavelength of the fundamental. Use this when you write its wave number.
2. The nonlinear polarization oscillates at the harmonic frequency, but its phase advances along $z$ at twice the wave number of the pump. Compare this with the wave number of a free harmonic wave.
3. Find the distance over which the two phases slip apart by $\pi$. What happens to the harmonic beyond that point, and what does a sign reversal do to the phase of the source?
4. Before giving the answer, check whether your length is one domain or a pair.

## Full solution

### The phase mismatch

Let $\lambda$ be the vacuum wavelength of the fundamental, $n_1$ the index at $\lambda$, and $n_2$ the index at $\lambda/2$. The wave numbers are

$$k_1=\frac{2\pi n_1}{\lambda},\qquad k_2=\frac{2\pi n_2}{\lambda/2}=\frac{4\pi n_2}{\lambda}.$$

The source contains the square of the pump field, so its spatial phase is $2k_1z$. The mismatch is therefore

$$\Delta k=k_2-2k_1=\frac{4\pi(n_2-n_1)}{\lambda}.$$

It is positive here because $n_2>n_1$.

### How the harmonic grows

Write each field as $\tfrac12A\,e^{i(kz-\omega t)}+\text{c.c.}$, where $\omega$ is the pump frequency and the harmonic has $2\omega$. The nonlinear polarization is $P=2\varepsilon_0 d\,s(z)E^2$, with $s=+1$ or $-1$ in the two kinds of domain. Squaring the pump field gives a part $\tfrac14A_1^2e^{2i(k_1z-\omega t)}$ plus its conjugate. The polarization at $2\omega$ thus has complex amplitude $\varepsilon_0 d\,sA_1^2e^{2ik_1z}$ in the same half-amplitude convention.

Let $\mathcal E(z)$ be the complex harmonic field, including its spatial phase. Maxwell's wave equation at frequency $2\omega$ gives

$$\mathcal E''+k_2^2\mathcal E=Q,\qquad Q=-\frac{4\omega^2}{c^2}\,d\,s(z)A_1^2e^{2ik_1z}.$$

The forward-travelling part of the field is $F=\tfrac12[\mathcal E+\mathcal E'/(ik_2)]$: this combination returns a wave $e^{ik_2z}$ unchanged and gives zero for $e^{-ik_2z}$. Differentiating and inserting the wave equation,

$$F'=\frac12\left[\mathcal E'+\frac{Q-k_2^2\mathcal E}{ik_2}\right]
=\frac12\left[\mathcal E'+ik_2\mathcal E\right]+\frac{Q}{2ik_2}
=ik_2F+\frac{Q}{2ik_2}.$$

Now set $F=A_2e^{ik_2z}$. The term $ik_2F$ cancels. With $k_2=2\omega n_2/c$ and $-1/i=i$, what remains is

$$\frac{dA_2}{dz}=i\kappa\,s(z)e^{-i\Delta k z},\qquad \kappa=\frac{\omega dA_1^2}{n_2c}.$$

We choose the origin of time so that $A_1$ is real, and take $d>0$. No slowly-varying approximation was needed for this forward amplitude.

### The crystal without poling

Put $s=1$ and start with no harmonic at $z=0$. Then

$$A_2(L)=i\kappa\int_0^Le^{-i\Delta kz}dz=\frac{\kappa}{\Delta k}\left(1-e^{-i\Delta kL}\right),$$

$$|A_2(L)|=\frac{2\kappa}{\Delta k}\left|\sin\frac{\Delta kL}{2}\right|.$$

The harmonic first peaks when $\Delta kL/2=\pi/2$, which defines the coherence length

$$L_c=\frac{\pi}{\Delta k}=\frac{\lambda}{4(n_2-n_1)}.$$

Beyond this distance the newly generated light opposes the light already present, and energy flows back to the pump. At $2L_c$ the harmonic has vanished.

### Reversing the sign

A change of sign of $d$ shifts the phase of the source by $\pi$. To see which domain length makes use of this, give every domain the length $\ell$ and number the domains $j=0,1,2,\dots$. Domain $j$ contributes

$$i\kappa(-1)^j\int_{j\ell}^{(j+1)\ell}e^{-i\Delta kz}dz
=\left(-e^{-i\Delta k\ell}\right)^j\frac{\kappa}{\Delta k}\left(1-e^{-i\Delta k\ell}\right).$$

The contributions form a geometric series with ratio $r=-e^{-i\Delta k\ell}$. If $r\ne1$, the sum of the powers of $r$ never exceeds $2/|1-r|$ in magnitude, so the harmonic stays bounded however long the crystal is. Sustained growth requires $r=1$, that is, $\Delta k\ell=m\pi$ with $m$ odd. The first-order choice is $m=1$, or $\ell=L_c$. Every domain then adds $2\kappa/\Delta k$ with the same phase.

One period contains two such domains:

$$\boxed{\Lambda=2L_c=\frac{2\pi}{\Delta k}=\frac{\lambda}{2(n_2-n_1)}}$$

For the given data,

$$\Delta k=\frac{4\pi(0.04)}{1.550\ \mu\text{m}}=0.3243\ \text{rad}/\mu\text{m},$$

$$\Lambda=\frac{1.550\ \mu\text{m}}{2(2.18-2.14)}=\frac{1.550\ \mu\text{m}}{0.08}=19.375\ \mu\text{m}\approx19.4\ \mu\text{m}.$$

Each domain is 9.69 µm long.

The growth rate also follows. A crystal of $N$ periods has length $L=2\pi N/\Delta k$ and contains $2N$ domains, so

$$|A_2|=2N\,\frac{2\kappa}{\Delta k}=\frac{2}{\pi}\kappa L.$$

Perfect phase matching, $\Delta k=0$ without poling, would give $\kappa L$. Poling therefore acts like perfect matching with a reduced coefficient $d_{\rm eff}=2d/\pi$.

As a check, the second-order wave equation was solved directly for 50 domain pairs. Periods from 8 to 69.9 µm were scanned for the largest field per unit length, and the period near that peak was then refined to give the largest output field. The result was 19.375 µm. The growth rate there was 0.6366 of the phase-matched rate, in agreement with $2/\pi$.

Two misreadings of the lengths can be judged from the series. If $L_c$ is used as the whole period, then $\ell=L_c/2$ and $r=i$, so every four successive contributions cancel. If $\Lambda$ is used as the length of one domain, each domain contributes zero. Neither crystal gives sustained growth.

### How many digits are meaningful?

The formula contains a small difference of two nearly equal numbers. If the indices are exact data, the answer is 19.375 µm. If they are readings rounded to two decimals, each may be wrong by 0.005, and their difference may lie anywhere from 0.03 to 0.05. The period then lies between

$$\frac{1.550}{2(0.05)}=15.5\ \mu\text{m}\quad\text{and}\quad\frac{1.550}{2(0.03)}=25.8\ \mu\text{m}.$$

To find the accuracy a device needs, let the grating wave number $K=2\pi/\Lambda$ miss the mismatch by $\delta k=\Delta k-K$. The square wave has the Fourier series

$$s(z)=\frac4\pi\sum_{m\ \rm odd}\frac{\sin(mKz)}{m},$$

whose $e^{iKz}$ term has weight $2/(i\pi)$. Near $K=\Delta k$, and over many periods, this term dominates because the others oscillate rapidly in the integral. Hence

$$|A_2|\simeq\frac{2\kappa}{\pi}\left|\int_0^Le^{-i\delta k z}dz\right|
=\frac{2\kappa L}{\pi}\left|\frac{\sin(\delta kL/2)}{\delta kL/2}\right|.$$

The intensity falls to half its peak when $|\delta k|L/2=x=1.3916$, so the full width in $\delta k$ is $4x/L$. Since $|dK|=2\pi\,d\Lambda/\Lambda^2$, the full width in period is

$$\delta\Lambda=\frac{4x}{L}\,\frac{\Lambda^2}{2\pi}=\frac{2x\Lambda^2}{\pi L}.$$

At fixed period, $d(\Delta k)=4\pi\,d(n_2-n_1)/\lambda$ gives the corresponding width in index difference, $x\lambda/(\pi L)$.

Take a crystal of 516 periods, about 10 mm long. Then

$$\delta\Lambda=\frac{2(1.3916)(19.375)^2}{\pi(9997.5)}\ \mu\text{m}=33.3\ \text{nm},$$

and the width in index difference is $6.87\times10^{-5}$. Indices given to two decimals suffice for the exercise but not for ordering such a crystal.

### Comparison with a real crystal

These numbers lie in the regime of periodically poled lithium niobate with both waves extraordinary, where a bulk crystal for this task has a period of roughly 19 µm. The assumption that the indices are known and constant needs particular care, because the period depends on their small difference. Rounding alone produced the range of 15.5 to 25.8 µm above. In a waveguide, the indices of the guided modes replace the bulk ones, and tight confinement can shorten the period to a few micrometres.

Temperature matters too. Take as rough values near room temperature a rise $\beta=6\times10^{-6}$ per kelvin in $n_2-n_1$ and a thermal expansion $\alpha=1.4\times10^{-5}$ per kelvin. Warming raises $\Delta k$ and, by stretching the period, lowers $K$. Both effects increase $\delta k$, at the rate $4\pi\beta/\lambda+\alpha\Delta k$ per kelvin. With the wavelength held fixed, the 10 mm crystal has a full temperature width at half maximum of roughly 10 K. A change of 10 K from the optimum leaves at most a few per cent of the peak efficiency. In lithium niobate well above room temperature the index difference changes faster with temperature, and the width is noticeably smaller.

The remaining approximations can be sized for a 1 W continuous beam of radius $w=100$ µm.

- **Pump depletion.** The on-axis intensity is $I=2P/(\pi w^2)=6.37$ kW/cm², where $P$ is here the beam power. For each wave the intensity is $\tfrac12n\varepsilon_0c|A|^2$. Inserting $|A_2|=2\kappa L/\pi$ and $A_1^2=2I/(n_1\varepsilon_0c)$ gives the conversion
$$\eta=\frac{n_2|A_2|^2}{n_1A_1^2}=\frac{2\omega^2d_{\rm eff}^2L^2I}{n_1^2n_2\varepsilon_0c^3}.$$
A generous $d=25$ pm/V (lithium niobate at a 1550 nm pump is nearer 20 pm/V) gives $d_{\rm eff}\approx16$ pm/V and $\eta\approx0.2\,\%$ on the axis. Since the harmonic intensity follows the square of the local pump intensity, averaging over the Gaussian profile halves this, and about $0.1\,\%$ of the beam power is converted. A constant pump is a good approximation.
- **Focusing.** The Rayleigh length is $z_R=\pi w^2n_1/\lambda=43.4$ mm. Let the waist lie at the centre of the crystal, and measure $z$ from there. On the axis, the squared pump field acquires the phase $-2\arctan(z/z_R)$, while a harmonic beam with the same $z_R$ acquires half of that. The difference is close to $-z/z_R$ inside this crystal and adds $1/z_R$ to the mismatch. The best period shrinks by $\Lambda^2/(2\pi z_R)\approx1.4$ nm, well within the 33.3 nm width.
- **Backward harmonic.** Its mismatch is $2k_1+k_2$, which equals $K$ times $(n_1+n_2)/(n_2-n_1)=108$. Order 108 is even and absent for equal domains, so with the given data the backward wave does not build up. Slightly different indices could place it on order 107 or 109, and slightly unequal domains would switch on order 108; such an order has at most about 1/108 of the first-order weight. For equal or nearly equal domains this puts the backward field at no more than about 0.0093 of the forward one, or $8.6\times10^{-5}$ in intensity.

Absorption, reflections at the end faces and light-induced index changes are left out.

## Variation 1: a coarser grating

*Domains shorter than 20 µm cannot be made in a certain process. Which period still doubles the same light, and what does it cost?*

Growth requires $\ell=mL_c$ with $m$ odd. The choice $m=2$ fails because each domain then contributes zero. The next possibility is $m=3$:

$$\Lambda_3=3\Lambda=58.125\ \mu\text{m},$$

with domains of about 29.1 µm. Within each domain, that domain's own contribution rises, falls to zero and rises again, leaving the same net amount $2\kappa/\Delta k$ as before, but over three times the distance. The field grows at $2/(3\pi)=0.2122$ of the phase-matched rate. At equal crystal length and pump intensity, the harmonic intensity is one ninth of the first-order value.

## Variation 2: unequal domains

*The period is correct, but the positive domains fill only 45% of it. How much harmonic light is lost?*

Let the positive domain occupy a fraction $D$ of each period, with $\Delta k\Lambda=2\pi$. One period contributes an amount proportional to

$$\int_0^{D\Lambda}e^{-i\Delta kz}dz-\int_{D\Lambda}^{\Lambda}e^{-i\Delta kz}dz
=2\int_0^{D\Lambda}e^{-i\Delta kz}dz.$$

The equality holds because the integral over a whole period vanishes, so the second integral equals the first with its sign reversed. The magnitude of the result is

$$\frac{4}{\Delta k}\left|\sin\frac{\Delta kD\Lambda}{2}\right|=\frac{4}{\Delta k}\sin(\pi D).$$

Successive periods still add in phase, so the required period is unchanged. Relative to equal domains, the intensity is

$$\sin^2(0.45\pi)=0.9755,$$

a loss of about 2.4%. A small uniform error in the domain ratio therefore costs little, whereas an error in the period accumulates as a phase slip along the whole crystal. The numerical output below lists the values used here.

## Computed values

```
fundamental vacuum wavelength: 1550 nm
harmonic vacuum wavelength: 775 nm
index at fundamental, at harmonic: 2.14, 2.18
index difference: 0.04
k1: 8.6748 rad/um
k2: 17.6740 rad/um
mismatch k2 - 2 k1: 0.32429 rad/um
coherence length, formula: 9.6875 um
coherence length, wave equation: 9.6875 um
poling period, formula: 19.375 um
poling period, wave-equation search: 19.375 um
period range searched: 8 to 69.9 um
periods in the search crystal: 50
field growth relative to perfect phase matching:
  first-order period: 0.6366 (2/pi = 0.6366)
  half that period: 0.0000
  twice that period: 0.0000
  three times that period: 0.2122
third-order period: 58.125 um
example crystal: 516 periods, 9.9975 mm
half-maximum argument of sinc^2: 1.3916 rad
full width in period, formula: 33.3 nm
full width in period, wave equation: 33.3 nm
full width in index difference, formula: 6.87e-05
full width in index difference, wave eq.: 6.87e-05
index rounding assumed: +/- 0.005 each
period range from rounding: 15.5 to 25.8 um
rough thermal change of index difference: 6.0e-06 per K
rough thermal expansion: 1.4e-05 per K
relative efficiency after 10 K change: 0.030
full width in temperature: 10.5 K
relative efficiency at duty cycle 0.45: 0.9755
beam radius: 100 um; pump power: 1 W
Rayleigh length in crystal: 43.4 mm
period shortening by focusing: 1.38 nm
rough nonlinear coefficient d: 25 pm/V
effective coefficient 2d/pi: 15.9 pm/V
on-axis intensity: 6.37 kW/cm2
on-axis conversion, formula: 0.200 %
on-axis conversion, wave equation: 0.200 %
backward/forward field, upper estimate: 0.0093
backward/forward intensity, same: 8.6e-05
```
